# First-order Coulomb splitting of e-squared at a trigonal defect: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Terms of two electrons in a doubly degenerate e level of a trigonal defect.

Result under test: E(1E)-E(3A2) = 2K and E(1A1)-E(3A2) = 4K to first order.
x, y: real orthonormal e orbitals; a: the a1 orbital of the same three sites.
(pq|rs): repulsion of densities p*q and r*s.
J = (xx|xx), Jp = (xx|yy), K = (xy|xy). Energies are in eV.
The model has three carbon hybrids around a vacancy; the integrals come from
Gaussian functions and the spectra from explicit many-electron matrices.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto

HARTREE = const.physical_constants["Hartree energy in eV"][0]
EV_NM = const.h * const.c / const.e * 1e9
distance_nm = 0.16          # vacancy to carbon, rough
screening = 4.0             # uniform screening factor, rough
promotion = 2.0             # triplet a1 e^3 above triplet a1^2 e^2, rough
splitting = 0.1             # e-level splitting by strain or distortion
bulk_eps, inverse_range = 5.7, 0.8   # rough; inverse range in 1/bohr
temperature = 300.0

# Valence s and p functions of carbon in STO-3G
shells = gto.basis.load("sto-3g", "C")
s_shells = [sh for sh in shells if sh[0] == 0]
valence_s = min(s_shells, key=lambda sh: max(row[0] for row in sh[1:]))
valence_p = [sh for sh in shells if sh[0] == 1][0]


def make_sites(count):
    """Sites on a ring, each with an sp3 hybrid pointing at the vacancy."""
    cos_t = -1.0 / 3.0
    sin_t = np.sqrt(1 - cos_t**2)
    phi = 2 * np.pi * np.arange(count) / count
    units = np.array([[sin_t*np.cos(f), sin_t*np.sin(f), cos_t] for f in phi])
    atoms = [["C", tuple(10 * distance_nm * u)] for u in units]
    mol = gto.M(atom=atoms, basis={"C": [valence_s, valence_p]},
                unit="Angstrom", spin=0, verbose=0)
    hybrids = np.zeros((4 * count, count))
    for i, u in enumerate(units):
        hybrids[4*i, i] = 0.5
        hybrids[4*i+1:4*i+4, i] = -0.5 * np.sqrt(3) * u
    overlap = hybrids.T @ mol.intor("int1e_ovlp") @ hybrids
    return mol, hybrids, overlap


def normalised(columns, overlap):
    norms = np.sqrt(np.diag(columns.T @ overlap @ columns))
    return columns / norms


def transform(tensor, c):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", tensor, c, c, c, c,
                     optimize=True)


mol, hybrids, overlap = make_sites(3)
patterns = np.array([[1., 1, 1], [2, -1, -1], [0, 1, -1]]).T
combos = normalised(patterns, overlap)
assert np.allclose(combos.T @ overlap @ combos, np.eye(3), atol=1e-10)
ao_repulsion = mol.intor("int2e") * HARTREE
bare = transform(ao_repulsion, hybrids @ combos)
eri = bare / screening
J, Jp, K = eri[1, 1, 1, 1], eri[1, 1, 2, 2], eri[1, 2, 1, 2]

# Symmetry relation between the integrals, and the sign of K
assert K > 0
assert abs(J - eri[2, 2, 2, 2]) < 1e-7
assert abs(J - Jp - 2 * K) < 1e-7

# Two-electron spatial matrix: energies, degeneracies and symmetry labels
e_eri = eri[1:, 1:, 1:, 1:]
pair_matrix = e_eri.transpose(0, 2, 1, 3).reshape(4, 4)
pair_energy, pair_states = np.linalg.eigh(pair_matrix)
assert np.allclose(pair_energy, [Jp-K, Jp+K, Jp+K, Jp+3*K], atol=1e-7)
rotation_sites = np.roll(np.eye(3), 1, axis=0)
mirror_sites = np.eye(3)[[0, 2, 1]]
characters = []
for operation in (rotation_sites, mirror_sites):
    rep = (combos.T @ overlap @ operation @ combos)[1:, 1:]
    in_states = pair_states.T @ np.kron(rep, rep) @ pair_states
    d = np.diag(in_states)
    characters.append([d[0], d[1] + d[2], d[3]])
assert np.allclose(characters, [[1, -1, 1], [-1, 0, 1]], atol=1e-6)
exchange_parity = np.eye(4)[[0, 2, 1, 3]]
parity = np.diag(pair_states.T @ exchange_parity @ pair_states)
assert np.allclose(parity, [-1, 1, 1, 1], atol=1e-6)

# Exchange integral of the complex orbitals (x +- i y)/sqrt(2)
plus = np.array([1, 1j]) / np.sqrt(2)
minus = plus.conj()
K_complex = np.einsum("pqrs,p,q,r,s->", e_eri, plus.conj(), minus,
                      minus.conj(), plus).real
assert abs(K_complex - 2 * K) < 1e-7

# Many-electron operators for three orbitals with spin (64 states)
lower = np.array([[0., 1], [0, 0]])
sign = np.diag([1., -1])
annihilate = []
for mode in range(6):
    op = np.eye(1)
    for m in range(6):
        factor = sign if m < mode else lower if m == mode else np.eye(2)
        op = np.kron(op, factor)
    annihilate.append(op)
up, down = annihilate[0::2], annihilate[1::2]
hop = [[up[p].T @ up[q] + down[p].T @ down[q] for q in range(3)]
       for p in range(3)]
spin_lower = sum(down[p].T @ up[p] for p in range(3))
spin_z = 0.5 * sum(up[p].T @ up[p] - down[p].T @ down[p] for p in range(3))
spin_squared = spin_lower @ spin_lower.T + spin_z @ spin_z + spin_z
count_a = np.rint(np.diag(hop[0][0]))
count_all = np.rint(sum(np.diag(hop[p][p]) for p in range(3)))
four = np.where(count_all == 4)[0]
e2_states = np.where((count_all == 4) & (count_a == 2))[0]
e3_states = np.where((count_all == 4) & (count_a == 1))[0]


def hamiltonian(levels, repulsion):
    h = sum(levels[p] * hop[p][p] for p in range(3))
    for p, q, r, s in np.ndindex(3, 3, 3, 3):
        term = hop[p][q] @ hop[r][s]
        if q == r:
            term = term - hop[p][s]
        h = h + 0.5 * repulsion[p, q, r, s] * term
    return h


def spectrum(h, states, spin):
    """Energies and vectors of given total spin within chosen states."""
    value, vector = np.linalg.eigh(spin_squared[np.ix_(states, states)])
    space = vector[:, abs(value - spin * (spin + 1)) < 1e-6]
    energy, c = np.linalg.eigh(space.T @ h[np.ix_(states, states)] @ space)
    return energy, space @ c


# First-order spectrum with a filled a1 shell
repulsion_only = hamiltonian([0, 0, 0], eri)
triplet = spectrum(repulsion_only, e2_states, 1)[0]
singlets = spectrum(repulsion_only, e2_states, 0)[0] - triplet[0]
assert len(triplet) == 3 and np.ptp(triplet) < 1e-7
assert np.allclose(singlets, [2*K, 2*K, 4*K], atol=1e-7)


def mixed_levels(target):
    """Lowest 1E and 1A1 above 3A2 with all a1/e configurations mixed."""
    base = spectrum(repulsion_only, e3_states, 1)[0][0] - triplet[0]
    h = repulsion_only + (base - target) * hop[0][0]
    ground = spectrum(h, e2_states, 1)[0][0]
    all_triplets = spectrum(h, four, 1)[0] - ground
    assert np.sum(abs(all_triplets) < 1e-6) == 3
    assert np.sum(abs(all_triplets - target) < 1e-6) == 6
    energy, vector = spectrum(h, four, 0)
    energy = energy - ground
    weight = np.sum(vector[count_a[four] == 2]**2, axis=0)
    partners = [np.sum(abs(energy - e) < 1e-6) for e in energy]
    i_e, i_a = partners.index(2), partners.index(1)
    return energy[i_e], energy[i_a], weight[i_e], weight[i_a]


# Configuration mixing and its law for large promotion energy
mixed_E, mixed_A, weight_E, weight_A = mixed_levels(promotion)
coupling_E = 2 * eri[0, 1, 1, 1]
coupling_A = np.sqrt(2) * eri[0, 1, 0, 1]
far = 2000.0
far_E, far_A = mixed_levels(far)[:2]
assert abs((2*K - far_E) * far / coupling_E**2 - 1) < 0.02
assert abs((4*K - far_A) * 2 * far / coupling_A**2 - 1) < 0.02

# Splitting of the e level
strained = hamiltonian([0, splitting / 2, -splitting / 2], eri)
strained_levels = (spectrum(strained, e2_states, 0)[0]
                   - spectrum(strained, e2_states, 1)[0][0])
root = np.sqrt(K**2 + splitting**2)
assert np.allclose(strained_levels, sorted([2*K, 3*K-root, 3*K+root]),
                   atol=1e-7)

# Site picture: U on one site, V between sites, no differential overlap
value, vector = np.linalg.eigh(overlap)
lowdin = vector @ np.diag(value**-0.5) @ vector.T
site_eri = transform(ao_repulsion, hybrids @ lowdin) / screening
U, V = site_eri[0, 0, 0, 0], site_eri[0, 0, 1, 1]
model = np.zeros((3, 3, 3, 3))
for i, j in np.ndindex(3, 3):
    model[i, i, j, j] = U if i == j else V
K_site = transform(model, normalised(patterns, np.eye(3)))[1, 2, 1, 2]
assert abs(K_site - (U - V) / 6) < 1e-10

# Distance-dependent screening: weak at short range, full at long range
with mol.with_range_coulomb(inverse_range):
    long_ao = mol.intor("int2e") * HARTREE
long_part = transform(long_ao, hybrids @ combos)
ranged = bare - (1 - 1 / bulk_eps) * long_part
K_range = ranged[1, 2, 1, 2]
assert abs(ranged[1, 1, 1, 1] - ranged[1, 1, 2, 2] - 2 * K_range) < 1e-7

# Control: a fourfold centre does not obey the trigonal relation
mol4, hybrids4, overlap4 = make_sites(4)
combos4 = normalised(np.array([[1., 0, -1, 0], [0, 1, 0, -1]]).T, overlap4)
square = transform(mol4.intor("int2e") * HARTREE / screening,
                   hybrids4 @ combos4)
K4 = square[0, 1, 0, 1]
square_xy = 2 * K4
square_diff = square[0, 0, 0, 0] - square[0, 0, 1, 1]
assert abs(square_diff - square_xy) > 0.1 * K4

# Upper estimate of the carbon 2p spin-orbit constant (bare nucleus, Z = 6)
rows = np.array(valence_p[1:], dtype=float)


def radial(r):
    return r * np.sum(rows[:, 1] * rows[:, 0]**1.25 * np.exp(-rows[:, 0]*r*r))


norm = quad(lambda r: radial(r)**2 * r**2, 0, 20, limit=200)[0]
inverse_cube = quad(lambda r: radial(r)**2 / r if r > 0 else 0.0,
                    0, 20, limit=200)[0] / norm
spin_orbit = 0.5 * const.fine_structure**2 * 6 * inverse_cube * HARTREE
thermal = const.k * temperature / const.e


def show(label, number, unit="eV", digits=4):
    print(f"{label}: {number:.{digits}f} {unit}".rstrip())


show("Vacancy-carbon distance", distance_nm, "nm", 3)
show("Carbon-carbon distance", distance_nm * np.sqrt(8 / 3), "nm", 4)
show("Overlap of neighbouring hybrids", overlap[0, 1], "")
show("Uniform screening factor", screening, "", 1)
show("Unscreened K", bare[1, 2, 1, 2])
show("Screened J = (xx|xx)", J)
show("Screened J' = (xx|yy)", Jp)
show("Screened K = (xy|xy)", K)
show("J - J'", J - Jp)
show("Exchange integral of complex orbitals", K_complex)
show("First-order 1E above 3A2", singlets[0])
show("First-order 1A1 above 3A2", singlets[2])
show("First-order 1E-1A1 gap", singlets[2] - singlets[0])
show("Wavelength of that gap", EV_NM / (singlets[2] - singlets[0]), "nm", 0)
show("Site repulsion U, screened", U)
show("Intersite repulsion V, screened", V)
show("Site estimate (U-V)/6", K_site)
show("Site estimate divided by K", K_site / K, "", 3)
show("Chosen promotion energy of the triplet", promotion, "eV", 1)
show("Coupling of 1E to a1 e^3, magnitude", abs(coupling_E))
show("Coupling of 1A1 to e^4, magnitude", abs(coupling_A))
show("1E above 3A2 with configuration mixing", mixed_E)
show("1A1 above 3A2 with configuration mixing", mixed_A)
show("1E-1A1 gap with configuration mixing", mixed_A - mixed_E)
show("Weight of a1^2 e^2 in mixed 1E", weight_E, "", 3)
show("Weight of a1^2 e^2 in mixed 1A1", weight_A, "", 3)
show("Long-range dielectric constant, rough", bulk_eps, "", 1)
show("Inverse screening range, rough", inverse_range, "1/bohr", 1)
show("K with distance-dependent screening", K_range)
show("K with uniform factor equal to that constant",
     bare[1, 2, 1, 2] / bulk_eps)
show("Chosen e-level splitting", splitting, "eV", 2)
for number, level in enumerate(strained_levels, 1):
    show(f"Singlet {number} above triplet with splitting", level)
show("Fourfold control: xy singlet above triplet", square_xy)
show("Fourfold control: xx-yy singlet above triplet", square_diff)
show("Carbon spin-orbit constant, upper estimate", 1000*spin_orbit, "meV", 2)
show("Temperature", temperature, "K", 0)
show("Thermal energy", 1000 * thermal, "meV", 2)
print("all assertions hold")
```

Output:

```
Vacancy-carbon distance: 0.160 nm
Carbon-carbon distance: 0.2613 nm
Overlap of neighbouring hybrids: 0.1010
Uniform screening factor: 4.0
Unscreened K: 2.3518 eV
Screened J = (xx|xx): 3.5402 eV
Screened J' = (xx|yy): 2.3643 eV
Screened K = (xy|xy): 0.5879 eV
J - J': 1.1759 eV
Exchange integral of complex orbitals: 1.1759 eV
First-order 1E above 3A2: 1.1759 eV
First-order 1A1 above 3A2: 2.3518 eV
First-order 1E-1A1 gap: 1.1759 eV
Wavelength of that gap: 1054 nm
Site repulsion U, screened: 5.1772 eV
Intersite repulsion V, screened: 1.8131 eV
Site estimate (U-V)/6: 0.5607 eV
Site estimate divided by K: 0.954
Chosen promotion energy of the triplet: 2.0 eV
Coupling of 1E to a1 e^3, magnitude: 1.5959 eV
Coupling of 1A1 to e^4, magnitude: 1.5565 eV
1E above 3A2 with configuration mixing: 0.4897 eV
1A1 above 3A2 with configuration mixing: 1.6433 eV
1E-1A1 gap with configuration mixing: 1.1537 eV
Weight of a1^2 e^2 in mixed 1E: 0.844
Weight of a1^2 e^2 in mixed 1A1: 0.828
Long-range dielectric constant, rough: 5.7
Inverse screening range, rough: 0.8 1/bohr
K with distance-dependent screening: 1.1961 eV
K with uniform factor equal to that constant: 0.4126 eV
Chosen e-level splitting: 0.10 eV
Singlet 1 above triplet with splitting: 1.1674 eV
Singlet 2 above triplet with splitting: 1.1759 eV
Singlet 3 above triplet with splitting: 2.3602 eV
Fourfold control: xy singlet above triplet: 0.0497 eV
Fourfold control: xx-yy singlet above triplet: 1.2462 eV
Carbon spin-orbit constant, upper estimate: 6.87 meV
Temperature: 300 K
Thermal energy: 25.85 meV
all assertions hold
```
